# Carbon 3P in CASSCF: one optimized component versus equal averaging

## Problem

A carbon atom is treated without relativity by CASSCF. The 1s orbital \(c\) is doubly occupied, and four electrons are distributed in all possible ways over the active orbitals \(s\) (2s) and \(p_x,p_y,p_z\) (2p). All five orbitals are optimized. They are real and orthonormal, and are expanded in a basis of complete angular shells, so that a rotated basis function is again a combination of basis functions. We use the spin projection \(M_S=1\) and Hartree atomic units.

The term \(^3P\) has three real spatial components. Component \(k\) is the one in which the two \(p\) orbitals other than \(p_k\) are singly occupied; for component \(z\) these are \(p_x\) and \(p_y\). An orbital set is called *spherical* if \(c\) and \(s\) depend on \(r\) alone and \(p_k=R(r)\,x_k/r\), with the same \(R\) for \(k=x,y,z\).

1. Find the determinants that make up component \(k\), its energy \(E_k\) and its electron density.
2. Show that in a spherical orbital set the three energies are equal and the equally averaged density is spherical.
3. Show that the equally averaged energy has a stationary point at a spherical orbital set.
4. At that point, let \(p_z\) alone change its radial shape. Relate the slopes of the three energies, and decide whether a single component is stationary.
5. Let \(E_{SS}\) be the energy of a component optimized alone (state-specific), and \(E_{SA}\) the minimum of the averaged energy. Show that optimizing one component splits the term in the resulting orbitals, and find a lower bound on the splitting.
6. Find \(\langle 3z^2-r^2\rangle\) for component \(z\) in spherical orbitals. Does averaging make each component spherical?
7. Evaluate these statements for carbon in the cc-pVTZ basis.

## Solution

### 1. Two determinants for each component

Let the orbitals have the reflection symmetry of their labels: \(p_x\) changes sign under \(x\to-x\), and similarly for \(p_y\) and \(p_z\), while \(c\) and \(s\) never change sign. This is weaker than being spherical.

Component \(z\) contains \(p_xp_y\), so it is odd in \(x\), odd in \(y\) and even in \(z\). Every determinant in it must have the same parities. The active occupation numbers therefore satisfy

\[
n_x,\;n_y\ \text{odd},\qquad n_z\ \text{even},\qquad n_s+n_x+n_y+n_z=4 .
\]

An odd occupation number can only be 1, so \(n_x=n_y=1\) and \(n_s+n_z=2\). As \(n_z\) is 0 or 2, the remaining two electrons form a pair either in \(s\) or in \(p_z\). The pair has one spin up and one down. With \(M_S=1\) there are three active electrons with spin up and one with spin down, so both open shells have spin up. In general, with \(i,j\) the two labels other than \(k\),

\[
\Psi_k=c_1\,|c^2s^2p_ip_j|+c_2\,|c^2p_k^2p_ip_j|,\qquad c_1^2+c_2^2=1 .
\]

Let \(h_a\) be the one-electron energy of orbital \(a\), \(J_{ab}=(aa|bb)\) the Coulomb integral and \(K_{ab}=(ab|ab)\) the exchange integral. A determinant with the pair in orbital \(q\) has the energy

\[
\begin{aligned}
A_q={}&2h_c+2h_q+h_i+h_j+J_{cc}+J_{qq}+4J_{cq}-2K_{cq}\\
&+\sum_{o=i,j}\left(2J_{co}-K_{co}+2J_{qo}-K_{qo}\right)+J_{ij}-K_{ij}.
\end{aligned}
\]

The factors count electron pairs. Two doubly occupied orbitals give four repulsions, two of them between equal spins and hence with exchange. A doubly occupied and a singly occupied orbital give two repulsions and one exchange. The open shells have parallel spins and give one of each.

The two determinants differ in two spin orbitals: \(s\) with spin up and down is replaced by \(p_k\) with spin up and down. Their coupling is the repulsion integral \((sp_k|sp_k)=K_{sk}\); the exchange counterpart vanishes because the spins do not match. The lower eigenvalue of the two-by-two matrix is

\[
E_k=\frac{A_s+A_k}{2}-\sqrt{\left(\frac{A_s-A_k}{2}\right)^2+K_{sk}^2}\, .
\]

Here \(A_s\) also depends on \(k\), through the choice of open shells \(i,j\).

The density is a one-electron quantity and cannot connect determinants that differ in two spin orbitals. There is thus no cross term:

\[
\rho_k=2c^2+2c_1^2s^2+p_i^2+p_j^2+2c_2^2p_k^2 ,
\]

where \(c^2\), \(s^2\) and \(p_i^2\) are squared orbital functions, and \(c_1,c_2\) are numbers.

The orbital \(p_k\) plays a special part. It is absent from the main determinant of \(\Psi_k\) and enters \(E_k\) only through \(A_k\) and \(K_{sk}\), that is, through the correlation of the 2s pair. The other two \(p\) orbitals each hold an open-shell electron. Nothing in \(E_k\) requires the two kinds of orbital to have the same radial shape.

### 2. Spherical orbitals give degeneracy

The rotation that takes \(x\to y\to z\to x\) permutes the three \(p\) orbitals of a spherical set and leaves \(c\) and \(s\) unchanged. The kinetic energy, the nuclear attraction and the electron repulsion are invariant under rotation. Hence

\[
h_x=h_y=h_z,\quad J_{xy}=J_{yz}=J_{zx},\quad K_{sx}=K_{sy}=K_{sz},
\]

and likewise for the other integrals. The three two-by-two matrices are identical, so \(E_x=E_y=E_z\), and \(c_2^2\) is the same for all components.

In the sum \(\rho_x+\rho_y+\rho_z\), each \(p\) orbital is an open shell twice and the pair orbital once. Its mean occupation is therefore

\[
n_p=\frac{1+1+2c_2^2}{3}=\frac{2(1+c_2^2)}{3}.
\]

The mean density becomes

\[
\bar\rho=2c^2+2c_1^2s^2+n_p\,R(r)^2\,\frac{x^2+y^2+z^2}{r^2}
=2c^2+2c_1^2s^2+n_p\,R(r)^2 ,
\]

which depends on \(r\) alone. This holds for any spherical set, optimized or not. It remains to see whether optimization can settle at such a set.

### 3. The average is stationary at a spherical set

For a given orbital set \(C\), let \(W(C)\) be the mean of the three lowest \(M_S=1\) energies in the active space. We assume that near the spherical set these belong to \(^3P\) and are separated from the fourth level. Their sum is then the trace of the Hamiltonian over an isolated three-dimensional space of states. It varies smoothly with the orbitals, even where the three levels coincide.

Turning all orbitals by a rotation \(\mathcal R\) changes no integral, so \(W(\mathcal RC)=W(C)\). Now let \(C\) be spherical and change the orbitals by \(e^{\varepsilon X}\), where \(X\) is a real antisymmetric one-electron operator within the basis; this keeps the orbitals orthonormal. Denote the first-order change by

\[
L(X)=\frac{d}{d\varepsilon}W(e^{\varepsilon X}C)\Big|_{\varepsilon=0}.
\]

For the rotated operator,

\[
W(e^{\varepsilon \mathcal RX\mathcal R^{-1}}C)
=W(\mathcal R\,e^{\varepsilon X}\mathcal R^{-1}C)
=W(e^{\varepsilon X}\mathcal R^{-1}C)
=W(e^{\varepsilon X}C).
\]

The second equality is the invariance of \(W\). The third holds because \(\mathcal R^{-1}C\) has the same 1s orbital and spans the same active space as \(C\), and the energies depend on nothing else. Thus \(L(\mathcal RX\mathcal R^{-1})=L(X)\). Since \(L\) is linear, we may average over all rotations and obtain

\[
L(X)=L(\bar X),\qquad \bar X=\text{average of }\mathcal RX\mathcal R^{-1}.
\]

The operator \(\bar X\) commutes with every rotation, so \(e^{\varepsilon\bar X}C\) is again a spherical set. Changes that destroy the spherical form therefore contribute nothing at first order.

Only the radial functions remain to be optimized. In a finite basis, the normalized radial coefficients form a closed and bounded set, on which the continuous function \(W\) has a minimum. There \(L(\bar X)=0\) for every \(\bar X\), and hence \(L(X)=0\) for every \(X\). The spherical set is stationary against all orbital changes.

This argument proves stationarity. It does not prove that no nonspherical set has a lower average; part 7 examines that numerically.

### 4. A single component is not stationary there

Let \(p_z'\) be an unoccupied orbital of the form \(R'(r)\,z/r\), and change \(p_z\) alone:

\[
p_z(\theta)=\cos\theta\,p_z+\sin\theta\,p_z' .
\]

The reflection symmetries survive, so part 1 still gives all three energies. Let \(g_k=dE_k/d\theta\) at \(\theta=0\). Stationarity of the average requires \(g_x+g_y+g_z=0\). A rotation by \(90^\circ\) about the \(z\) axis exchanges components \(x\) and \(y\) and leaves the changed orbital set as it was, apart from labels and signs. Hence \(g_x=g_y\), and

\[
g_x=g_y=-\frac{g_z}{2}.
\]

Symmetry does not force \(g_z\) to vanish. In component \(z\) the orbital \(p_z\) correlates the 2s pair, while in components \(x\) and \(y\) it holds an open-shell electron. The calculation below finds \(g_z\ne0\). A small \(\theta\) of sign opposite to \(g_z\) then lowers \(E_z\) below the common value. Part 3 did not prove that this common value is the global minimum \(E_{SA}\) of the average; we assume that it is, as part 7 supports numerically, and obtain

\[
E_{SS}<E_{SA}.
\]

For sufficiently small \(\theta\), the levels separate linearly, \(E_z-E_x\simeq\tfrac32g_z\theta\). At a conical intersection, a degeneracy is lifted linearly by nuclear displacements; here the displacement is one of the orbitals. The lowest energy by itself has a kink at the spherical set, whereas the average is smooth.

Equal weights are also needed. With weights \(w_k\) that add up to 1, the slope at these orbitals is

\[
w_zg_z+(w_x+w_y)\left(-\frac{g_z}{2}\right)=\frac{g_z}{2}\,(3w_z-1).
\]

For \(g_z\neq0\) it vanishes only if \(w_z=1/3\). The same argument for the other axes gives \(w_x=w_y=1/3\).

### 5. The gain of one component forces a splitting

Optimize component \(z\) alone and compute all three energies in its orbitals. Then \(E_z=E_{SS}\). Suppose that the solution keeps its symmetry about the \(z\) axis, so that \(E_x=E_y=E_{SS}+\Delta\). The mean of the three energies cannot lie below the minimum of the mean:

\[
\frac{E_{SS}+2(E_{SS}+\Delta)}{3}=E_{SS}+\frac{2\Delta}{3}\ \ge\ E_{SA}.
\]

Solving for \(\Delta\) gives

\[
\Delta\ \ge\ \frac32\,(E_{SA}-E_{SS})>0 .
\]

The term is split. The orbitals cannot be spherical either, since by part 2 a spherical set would give \(\Delta=0\).

The splitting is a property of using one component's orbitals for all three. If components \(x\) and \(z\) are each optimized alone, a rotation carries one solution into the other, and their energies agree.

### 6. Each component keeps its quadrupole moment

For a direction \(\mathbf n=\mathbf r/r\), the averages over the sphere are \(\overline{n_z^4}=1/5\) and \(\overline{n_x^2n_z^2}=1/15\). The normalized angular weights of \(p_z\) and \(p_x\) are \(3n_z^2\) and \(3n_x^2\), so the mean of \(n_z^2\) is \(3/5\) in \(p_z\) and \(1/5\) in \(p_x\) or \(p_y\). With \(\langle r^2\rangle_{2p}\) the value for one 2p orbital,

\[
\langle3z^2-r^2\rangle_{p_z}=\frac45\langle r^2\rangle_{2p},\qquad
\langle3z^2-r^2\rangle_{p_x}=\langle3z^2-r^2\rangle_{p_y}=-\frac25\langle r^2\rangle_{2p}.
\]

The spherical orbitals \(c\) and \(s\) contribute nothing. Component \(z\) has occupations 1, 1 and \(2c_2^2\) in \(p_x,p_y,p_z\), so

\[
\langle3z^2-r^2\rangle_z
=\left(-\frac25-\frac25+\frac{8c_2^2}{5}\right)\langle r^2\rangle_{2p}
=-\frac45\,(1-2c_2^2)\,\langle r^2\rangle_{2p}.
\]

This moment of the electron number density is not zero when \(c_2^2<1/2\). Averaging makes the mean density spherical and the energies equal; it does not make each component spherical. A nonspherical density of one component is therefore no defect. The main defects of the single-component calculation are the unequal radial shapes within the \(p\) shell and the splitting; its orbitals can also take up small parts of other angular momenta.

### 7. Carbon in cc-pVTZ

**One component optimized.** Components \(z\) and \(x\), optimized separately, both give \(E_{SS}=-37.705845\) hartree. In the orbitals of component \(z\), the energies in hartree are

\[
E_z=-37.705845,\qquad E_x=E_y=-37.685649 .
\]

The splitting is

\[
\Delta=-37.685649+37.705845=0.0202\ \text{hartree}=0.550\ \text{eV}.
\]

The orbitals show the broken symmetry. The value of \(\langle r^2\rangle\) is 3.738 bohr² for \(p_x\) but 2.629 bohr² for \(p_z\), whose occupation is only 0.046. The 2s orbital has \(\langle3z^2-r^2\rangle=0.035\) bohr², which would be zero for a spherical function. Since s and d are the only even angular shells in this basis, 2s has acquired some d character. A plausible reason for the compact \(p_z\) is a better overlap with the 2s pair that it correlates, but this was not tested separately.

Averaging the densities afterwards does not repair these orbitals. As a measure of anisotropy, take the difference between the largest and smallest density over sampled directions, divided by the mean at the same radius, and keep the largest value found at 0.5, 1.5 and 3.0 bohr. The mean density of the three components in these orbitals still has an anisotropy of 0.34.

**Equal averaging.** This optimization started from the broken orbitals after a small random orthogonal mixing (angles of about 0.02 radian for each pair) of all 30 orbitals among themselves (not a spatial rotation), which removed their remaining symmetry; the initial anisotropy of the mean density was 0.60. It ended with

\[
E_x=E_y=E_z=E_{SA}=-37.704023\ \text{hartree}.
\]

The largest difference between the levels is \(2\times10^{-9}\) hartree, and the anisotropy has fallen to \(10^{-6}\). At 1.5 bohr from the nucleus, the mean density is 0.0773 bohr\(^{-3}\) on both the \(x\) and the \(z\) axis. The return from an asymmetric start supports the spherical solution as a minimum of the average, without proving that it is the global one.

With \(c_2^2=0.02215\), the predicted occupation of each 2p orbital is

\[
n_p=\frac{2(1+0.02215)}{3}=0.6814,
\]

in agreement with the computed density matrix. With \(\langle r^2\rangle_{2p}=3.6669\) bohr², the quadrupole formula gives

\[
-\frac45\,(1-0.0443)(3.6669)=-2.804\ \text{bohr}^2,
\]

which is also the value obtained directly from the density of component \(z\).

**Slopes and bound.** The size of the slopes depends on the choice of \(p_z'\). Here \(p_z'\) is the normalized projection of the function \(z\,s\) onto the unoccupied orbitals, with its sign chosen so that \(\langle r^2\rangle\) of \(p_z\) grows with \(\theta\). The slopes in hartree per radian are then

\[
g_z=0.01094,\qquad g_x=g_y=-0.00547 .
\]

They have the ratio derived in part 4. Along this direction, component \(z\) favours a contracted \(p_z\), and the other two favour an expanded one. The averaged orbitals are a compromise, and its cost to one component is

\[
E_{SA}-E_{SS}=-37.704023+37.705845=0.00182\ \text{hartree}=0.050\ \text{eV}.
\]

Part 5 then requires \(\Delta\ge1.5\times0.001823=0.0027\) hartree. The actual splitting of 0.0202 hartree is about seven times larger, so the bound establishes a splitting without estimating its size. The mean energy in the single-component orbitals, \(-37.692381\) hartree, lies 0.0116 hartree above \(E_{SA}\): one component gains a little, and the term as a whole loses more.

These energies omit relativity, correlation of the 1s electrons and most dynamic correlation, and they refer to a finite basis. The numbers are not converged with respect to the basis to the digits shown. In cc-pVQZ and aug-cc-pVTZ, respectively, the splitting is 0.643 and 0.554 eV instead of 0.550 eV, and the cost \(E_{SA}-E_{SS}\) is 0.054 and 0.051 eV instead of 0.050 eV. The values of \(\langle r^2\rangle\) and the quadrupole moment of component \(z\) shift by up to about 1 % (\(-2.814\) and \(-2.830\) bohr² for the latter), and the quadrupole moment of the 2s orbital falls from 0.035 to 0.027 and 0.023 bohr². The qualitative picture is the same in all three bases. The equality of the levels does not depend on the accuracy of the energies. It rests on complete angular shells, equal weights and convergence to the spherical solution. The numerical check checks the formulas and inequalities numerically.

## Table of computed values

```
Basis functions, cc-pVTZ (count): 30
SS energy, component z optimized (hartree): -37.70584532
SS energy, component x optimized (hartree): -37.70584532
In the orbitals optimized for component z:
  E_x (hartree): -37.68564872
  E_y (hartree): -37.68564872
  E_z (hartree): -37.70584532
  splitting E_x - E_z (hartree): 0.020197
  splitting E_x - E_z (eV): 0.5496
  mean of three energies (hartree): -37.69238092
  occupations 2s, px, py, pz (electrons): [1.95388 1.      1.      0.04612]
  c2^2 of component z (no unit): 0.02306
  <r^2> of px (bohr^2): 3.7377
  <r^2> of pz (bohr^2): 2.6292
  <3z^2-r^2> of 2s (bohr^2): 0.03498
  <3z^2-r^2> of density z (bohr^2): -2.8281
  density at 1.5 bohr on x axis (bohr^-3): 0.093041
  density at 1.5 bohr on z axis (bohr^-3): 0.045534
  relative anisotropy, component z (no unit): 0.8473
  relative anisotropy, mean density (no unit): 0.3423
After equal averaging over three components:
  anisotropy of the starting mean density (no unit): 0.6015
  E_x (hartree): -37.70402270
  E_y (hartree): -37.70402270
  E_z (hartree): -37.70402270
  largest energy difference (hartree): 2.2e-09
  occupations 2s and three 2p (electrons): [1.95569 0.68144 0.68144 0.68144]
  c2^2 of each component (no unit): 0.02215
  <r^2> of each 2p (bohr^2): 3.6669
  mean density at 1.5 bohr on x axis (bohr^-3): 0.077298
  mean density at 1.5 bohr on z axis (bohr^-3): 0.077298
  relative anisotropy of mean density (no unit): 1.1e-06
  <3z^2-r^2> of component z, direct (bohr^2): -2.8036
  <3z^2-r^2> of component z, formula (bohr^2): -2.8036
Slopes at the averaged orbitals when pz expands:
  dE_x/dtheta (hartree/rad): -0.005471
  dE_y/dtheta (hartree/rad): -0.005471
  dE_z/dtheta (hartree/rad): 0.010942
  sum of slopes (hartree/rad): -1.2e-07
Averaging cost E_SA - E_SS (hartree): 0.001823
Averaging cost E_SA - E_SS (eV): 0.0496
Lower bound on splitting (hartree): 0.002734
```
